\section*{Why Refining a Cell-Removal Grid Does Not Guarantee Isotropic Resist Development}

\section{A development time to be chosen}

A lift-off process needs an undercut: the soluble underlayer must recede below the edge of the imaging resist, far enough for the deposited film to break and not so far that the overhang sags. The development time is chosen from a calculated undercut. A common-sense way to calculate it is to divide the underlayer into small cells, remove each cell through the faces it shares with cells already removed, and halve the cell size until the undercut stops changing. If the settled number is accepted as the isotropic answer, the development time depends on the belief examined here.

The belief is that a front made of square cells is jagged because the cells are finite. The steps have height $h$, the steps vanish as $h\to0$, and so a resist that dissolves equally fast in every direction should develop a round front on a fine enough grid.

Part of this is true: the position of a staircase does approach that of the smooth line it follows. Its length does not. A line with unit normal $\mathbf n$, whose components have moduli $n_1\ge n_2\ge0$, is followed by a staircase with face length $n_1+n_2$ per unit length of line, whatever the value of $h$. At $45^\circ$ this is $\sqrt2$ on every grid. A rule that responds to exposed faces can carry this directional information into the limit.

\section{The speed contained in a face-count rule}

Consider the cross-section of a long feature, with uniform dissolution rate $R$, square cells of side $h$, and $\tau=h/R$. A cell with one exposed face loses the fraction $1/\tau$ of its volume per unit time. With two adjacent faces exposed it loses $g/\tau$, where $1\le g\le2$. Opposed faces are assumed not to be exposed together, so the meeting of two fronts is excluded.

Let the two faces become exposed at times $a\le b$, and let the cell vanish at $T$. If $b-a\ge\tau$, one face suffices and $T=a+\tau$. Otherwise the fraction $(b-a)/\tau$ is gone at time $b$, and the rest disappears at rate $g/\tau$:
\begin{equation}
T=b+\frac{\tau-(b-a)}{g}.
\label{eq:count}
\end{equation}
The value $g=1$ is the first-contact rule, in which the second face has no effect. The value $g=2$ adds the face fluxes. The value $g=\sqrt2$ is a diagonal correction, chosen to make a $45^\circ$ front move at speed $R$.

A planar front of speed $v$ has arrival time $T=\mathbf n\cdot\mathbf r/v$. The neighbours behind a cell were therefore removed earlier by
\begin{equation}
T-a=\frac{hn_1}{v},\qquad T-b=\frac{hn_2}{v},\qquad b-a=\frac{h(n_1-n_2)}{v}.
\label{eq:plane}
\end{equation}
Putting these into \eqref{eq:count}, multiplying by $g$ and dividing by $h$ gives
\begin{equation}
\frac{g n_2}{v}=\frac1R-\frac{n_1-n_2}{v}
\quad\Longrightarrow\quad
v(\mathbf n)=R\,[\,n_1+(g-1)n_2\,].
\label{eq:speed}
\end{equation}
The branch is the right one, because $b-a\le\tau$ requires $n_1-n_2\le n_1+(g-1)n_2$, that is, $gn_2\ge0$. For $g=1$ the front may stay stepped, but it advances one cell per $\tau$ along the axis of the larger component, so its mean normal speed is still $Rn_1$.

The cell size has cancelled. Halving $h$ halves every removal time along with every distance, and the ratio is unchanged. Refinement removes the visible steps and leaves $v(\mathbf n)$ as it was.

\section{Can a better face count cure it?}

At $0^\circ$, \eqref{eq:speed} gives $v=R$. At $45^\circ$ it gives $v=gR/\sqrt2$. Equality demands $g=\sqrt2$, and then, for $0\le\theta\le45^\circ$,
\begin{equation}
\frac{v}{R}=\cos\theta+(\sqrt2-1)\sin\theta .
\end{equation}
The derivative vanishes at $\tan\theta=\sqrt2-1$, which is $\theta=22.5^\circ$, where
\begin{equation}
\frac{v}{R}=\sqrt{1+(\sqrt2-1)^2}\approx1.082 .
\end{equation}
The corrected rule passes at both obvious angles and is 8.2\% too fast between them.

A slightly smaller $g$ lowers this peak, but only by making the $45^\circ$ front too slow. Judged by the ratio of fastest to slowest speed, no other $g$ does better. Put $c=g-1$. The fastest speed is $R\sqrt{1+c^2}$, at $\tan\theta=c$. Since $\cos\theta+c\sin\theta$ is concave on this interval, the slowest speed lies at an end: it is the smaller of $R$ and $R(1+c)/\sqrt2$. For $c\ge\sqrt2-1$ the ratio of fastest to slowest is $\sqrt{1+c^2}$, which grows with $c$. For smaller $c$ its square is $2(1+c^2)/(1+c)^2$, whose derivative, $4(c-1)/(1+c)^3$, is negative. The minimum is at $c=\sqrt2-1$. Recalibrating $R$ multiplies all speeds equally and cannot change this ratio.

Cell removal started from endless stepped fronts gave these long-run speeds, in units of $R$:
\begin{center}
\begin{tabular}{rcccc}
angle & $g=1$ & $g=\sqrt2$ & $g=2$ & quadratic\\
$0^\circ$ & 1.000 & 1.000 & 1.000 & 1.000\\
$11.31^\circ$ & 0.981 & 1.062 & 1.177 & 1.000\\
$22.62^\circ$ & 0.923 & 1.082 & 1.308 & 1.000\\
$45^\circ$ & 0.707 & 1.000 & 1.414 & 1.000
\end{tabular}
\end{center}
The first three columns agree with \eqref{eq:speed}. The last belongs to a different update on the same cells.

\section{The same neighbours, an isotropic limit}

The face-neighbour stencil is not itself at fault. Replace \eqref{eq:count}, for $b-a<\tau$, by
\begin{equation}
(T-a)^2+(T-b)^2=\tau^2,\qquad
T=\tfrac12\left[a+b+\sqrt{2\tau^2-(b-a)^2}\right],
\label{eq:quad}
\end{equation}
taking the root with $T\ge b$, and keep $T=a+\tau$ otherwise. Inserting \eqref{eq:plane} gives $h^2(n_1^2+n_2^2)/v^2=h^2/R^2$, hence $v=R$ in every direction.

The two rules can be compared in the plane of $p=T-a$ and $q=T-b$. The quadratic rule is the arc $p^2+q^2=\tau^2$. Equation \eqref{eq:count} with $g=\sqrt2$ reads $p+(\sqrt2-1)q=\tau$, which is the chord joining the arc's points at $0^\circ$ and $45^\circ$. The chord lies inside the arc, so the delays between neighbours are too short and the front is too fast. It is nearest the origin at $22.5^\circ$, at distance $\tau\cos22.5^\circ$, and $1/\cos22.5^\circ=1.082$ is the excess found above.

\section{From planar fronts to an undercut}

An undercut spreads from an edge, so all directions enter. Each update can be written as a minimum. Equation \eqref{eq:count} equals $[a+(g-1)b+\tau]/g$, and
\begin{equation}
(a+\tau)-\frac{a+(g-1)b+\tau}{g}=\frac{g-1}{g}\,[\tau-(b-a)],
\end{equation}
so the smaller of the two expressions is the correct branch. Exchanging $a$ and $b$ gives two further candidates, neither of them smaller when $a\le b$ and $g\le2$.

For the quadratic rule,
\begin{equation}
T=\min_{0\le w\le1}\left[wa+(1-w)b+\tau\sqrt{w^2+(1-w)^2}\right].
\end{equation}
To see this, subtract $T$ from the bracket, which leaves $\tau\sqrt{w^2+(1-w)^2}-wp-(1-w)q$. If $p^2+q^2=\tau^2$ this is non-negative by the Cauchy--Schwarz inequality, and it vanishes when $(w,1-w)$ is parallel to $(p,q)$. If $b-a\ge\tau$, then $p=\tau$ and $q\le0$, and the minimum, zero, is at $w=1$.

Unwinding the updates, $T$ is the least mean cost of a random walk back to the opening: step to one neighbour with probability $w$, to the other with $1-w$, and pay the added time. Mean displacement divided by cost is the available velocity. For the quadratic rule it has magnitude $R$ in any direction. For a face count it is $R(1,0)$ or $R(1,g-1)$, with their reflections and exchanges. The convex hull $P$ of these velocities is a diamond for $g=1$, an octagon for $1<g<2$ and a square for $g=2$. The largest value of $\mathbf n\cdot\mathbf u$ for $\mathbf u$ in $P$ is again $v(\mathbf n)$.

Two bounds fix the limiting front.
\begin{itemize}
\item Planar arrival times $\mathbf n\cdot\mathbf r/v(\mathbf n)$ obey the same updates, and the updates never decrease when their inputs increase. A planar time that does not exceed $T$ at the opening therefore stays below $T$ everywhere. Covering the top with a mask only removes candidates from the minimum, which cannot lower $T$.
\item A walk steered straight at the opening takes of order $L/h$ steps over a path of length $L$, so it scatters by order $\sqrt{hL}$. Repairing the miss by steps along the axes costs a time of order $\sqrt{hL}/R$, which vanishes as $h\to0$.
\end{itemize}
The front at time $t$ therefore tends to the boundary of $tP$, or to a circle of radius $Rt$ for the quadratic rule.

\section{The number}

Take an underlayer of depth $H=250$ nm with $R=10$ nm/s, developed for $t=50$ s after the opening clears, so that $Rt=500$ nm. Directly under the mask every rule gives $Rt$, so the length of the overhang is the same for all; the rules differ in the profile below it. The undercuts $u$ at the substrate are
\begin{align}
g=1:&\quad u=Rt-H=250\ \text{nm},\\
g=\sqrt2:&\quad u=\sqrt2\,Rt-H=707.1-250=457.1\ \text{nm},\\
g=2:&\quad u=Rt=500\ \text{nm},\\
\text{isotropic}:&\quad u=\sqrt{(Rt)^2-H^2}=433.0\ \text{nm}.
\end{align}
The second line uses the octagon's oblique side, which joins $Rt(1,\sqrt2-1)$ to $Rt(\sqrt2-1,1)$ and so applies for $\sqrt2-1\le H/(Rt)\le1$; here the ratio is $0.5$. Relative to the isotropic value the errors are $-42\%$, $+5.6\%$ and $+15\%$.

With $R$, $H$ and $t$ held fixed, and the removal time of each bottom-row cell assigned to its face farthest from the opening, the grids gave, in nm:
\begin{center}
\begin{tabular}{lccccc}
rule & $h=10$ & 5 & 2.5 & 1.25 & limit\\
$g=1$ & 250.0 & 250.0 & 250.0 & 250.0 & 250.0\\
$g=\sqrt2$ & 443.1 & 450.7 & 454.2 & 455.7 & 457.1\\
$g=2$ & 490.0 & 495.0 & 497.5 & 498.8 & 500.0\\
quadratic & 415.6 & 423.2 & 427.5 & 430.0 & 433.0
\end{tabular}
\end{center}
In the last refinement the quadratic result moves by 2.5 nm, more than any other, and the first-contact result does not move at all. (Read at cell centres, every entry is lower by $h/2$; the first-contact result then moves, but still least.) Judged by change between grids, the isotropic rule looks the least trustworthy and the worst rule looks perfect. For $g=\sqrt2$ refinement even increases the error, from 10 nm above the isotropic value at $h=10$ nm to 23 nm above it at $h=1.25$ nm, because the coarse-grid error had partly cancelled the anisotropy.

The error also depends on the stage of development. As $Rt$ decreases towards $H$, so that the front has only just reached the substrate, the isotropic undercut tends to zero, while the limiting undercuts for $g=\sqrt2$ and $g=2$ tend to $0.41H$ and $H$. In the opposite limit, $H\ll Rt$, all four undercuts differ from $Rt$ by at most $H$, a small fraction of $Rt$, so in relative terms the substrate undercut hardly distinguishes the rules. An $R$ fitted at that late stage would not in general correct the undercuts at earlier stages; the $\sqrt2$ rule happens to agree with the isotropic value at $Rt=\sqrt2\,H$, where both equal $H$.

\section{Beside a real underlayer}

The parameters are rough values for a polyglutarimide-type underlayer in aqueous base; its rate depends strongly on the bake. Real layers break the assumption of one known, uniform $R$. With an assumed activation energy of 0.5 eV, a bath 1 K too warm raises the isotropic undercut by 39 nm. A rate falling linearly to 10\% less at the base lowers it by 29 nm, and a wetting delay of 1 s lowers it by 12 nm. Mask erosion at 0.1 nm/s would remove 5 nm of the mask. The estimated relative depletion of the base along a 500 nm path is about $10^{-4}$, which is negligible. This does not count supply from the bath to the opening: in a still bath the drop at the edge stays below $10^{-3}$ for an opening 1 $\mu$m wide, but reaches about 2\% for one 100 $\mu$m wide, which lowers the undercut by about 6 nm if the rate is proportional to the base concentration. The first two shifts exceed the 24 nm limiting error of the $\sqrt2$ rule, so one measured undercut cannot tell that rule from an isotropic one; the errors for $g=1$ and $g=2$, $-183$ nm and $+67$ nm, are larger than either shift. The shifts are properties of the process, however, whereas the grid error is an anisotropy that the resist was never assumed to have.

For uniform two-dimensional development, then, convergence with $h$ should be paired with two other comparisons: planar speeds at intermediate angles, especially near $22.5^\circ$, and an edge undercut set against $\sqrt{(Rt)^2-H^2}$. Three-dimensional cells, with a third exposed face, need their own speed law. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Planar speed / R, measured by cell removal
angle(deg) first-contact root-2 face-sum quadratic
  0.00   1.00000   1.00000   1.00000   1.00000
 11.31   0.98058   1.06181   1.17670   1.00000
 22.62   0.92308   1.08239   1.30769   1.00000
 26.57   0.89443   1.07967   1.34164   1.00000
 45.00   0.70711   1.00000   1.41421   1.00000
best gain from scan: 1.4140
its fastest/slowest speed: 1.0825
root-2 rule: peak speed/R 1.08239 at 22.50 deg
rate 10.0 nm/s, depth 250 nm, time 50 s
reach R*t: 500 nm
Undercut at substrate (nm) for cells of 10, 5, 2.5, 1.25 nm; limit
first contact  250.00  250.00  250.00  250.00;  250.00
root-2 count   443.14  450.69  454.19  455.70;  457.11
face sum       489.96  495.00  497.50  498.75;  500.00
quadratic      415.55  423.17  427.53  429.98;  433.01
Limit minus isotropic undercut
first contact  -183.01 nm, -42.26 %
root-2 count    +24.09 nm,  +5.56 %
face sum        +66.99 nm, +15.47 %
Neglected effects (rough inputs)
activation energy 0.5 eV, bath 296 K
+1 K: rate +6.82 %, undercut +39.0 nm
base rate 10 % lower: undercut -29.0 nm
wetting delay 1 s: undercut -11.6 nm
mask erosion at 0.1 nm/s: 5.0 nm
hydroxide 260 mol/m^3, units 8000 mol/m^3
diffusivity 1.0e-09 m^2/s
relative base depletion over R*t: 1.5e-04
\end{verbatim}
